\section*{Leptonic running of α to the Z mass and the Landau pole}

\section*{Question}

The fine-structure constant $\alpha\approx1/137$ measures the force between charges far apart. At short distance the force is stronger, because virtual lepton pairs screen less of the charge. By how much do the electron, muon and tau change $\alpha$ between zero momentum transfer and the $Z$ mass? How does the effect scale, and where would the coupling diverge if the electron were the sole charged particle?

\section*{Answer}

\subsection*{The vacuum as a dielectric}

I use $\hbar=c=1$ and $e^2=4\pi\alpha$, with energies in MeV or GeV; Hartree units are unnatural at these scales. The running coupling $\alpha(q)$ is defined by the static interaction at momentum transfer $\mathbf q$, and $\alpha=\alpha(0)$.

Take one lepton of mass $m$. Its Dirac Hamiltonian is $H(\mathbf p)=\mathbf a\cdot\mathbf p+b\,m$, where the four $4\times4$ matrices $a_i,b$ anticommute with one another and square to one. Hence $H^2=E^2$ with $E=\sqrt{p^2+m^2}$, and there are two states at $+E$ and two at $-E$. In the vacuum the negative states are filled. The projectors on the two signs are $\Lambda_\pm(\mathbf p)=\frac12[1\pm H(\mathbf p)/E]$.

Apply a weak static potential energy $V_q e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ To first order, a filled state $i$ acquires an admixture $\langle f|V|i\rangle/(E_i-E_f)$ of each empty state $f$. (Admixtures among filled states cancel in the total density.) With $\mathbf p'=\mathbf p+\mathbf q$, two kinds of transition feed the density component $\delta n_q$: from filled $\mathbf p$ to empty $\mathbf p'$, and from filled $\mathbf p'$ to empty $\mathbf p$. Both have energy denominator $-(E+E')$ and the same spin-summed overlap. Since $\mathrm{tr}\,H=0$ and $\mathrm{tr}\,H(\mathbf p')H(\mathbf p)=4(\mathbf p\cdot\mathbf p'+m^2)$, this overlap is
\begin{equation}
O=\mathrm{tr}\,[\Lambda_+(\mathbf p')\Lambda_-(\mathbf p)]
=1-\frac{\mathbf p\cdot\mathbf p'+m^2}{EE'} .
\end{equation}
Therefore
\begin{equation}
\delta n_q=-q^2F(q)\,V_q,\qquad
q^2F(q)=2\int\!\frac{d^3p}{(2\pi)^3}\,\frac{O}{E+E'} .
\end{equation}
The minus sign says that particles move away from regions of high potential energy, which is screening.

Let a static source of density $n_{\rm ext}$ carry the same kind of charge, and let $\alpha_B$ be the coupling before screening. The source and the induced density together produce
\begin{equation}
V_q=\frac{4\pi\alpha_B}{q^2}\left[n_{\rm ext}-q^2F(q)V_q\right]
\;\Rightarrow\;
V_q=\frac{4\pi}{q^2}\,\frac{\alpha_B}{1+4\pi\alpha_BF(q)}\,n_{\rm ext}.
\end{equation}
The last fraction multiplying $n_{\rm ext}$ is $\alpha(q)$, so $1/\alpha(q)=1/\alpha_B+4\pi F(q)$. The approximation keeps independent pairs responding to the total potential: one pair bubble, iterated. Interactions within a pair are left out. Subtracting the relation at $q=0$ removes the unobservable $\alpha_B$:
\begin{equation}
\frac1{\alpha(q)}=\frac1\alpha-4\pi\,[F(0)-F(q)] .
\label{eq:run}
\end{equation}

\subsection*{Reducing the momentum integral}

Use $E$ and $E'$ as variables. From $E\,dE=p\,dp$ and, at fixed $p$, $E'dE'=pq\,d\cos\theta$, one gets $d^3p=2\pi p^2dp\,d\cos\theta=(2\pi/q)EE'\,dE\,dE'$. Also $\mathbf p\cdot\mathbf p'=\frac12(p^2+p'^2-q^2)=\frac12(E^2+E'^2-2m^2-q^2)$, so
\begin{equation}
O=\frac{q^2-(E'-E)^2}{2EE'} .
\end{equation}
Set $W=E+E'$ and $D=E'-E$, so that $dE\,dE'=\frac12dW\,dD$. The factors of $EE'$ cancel:
\begin{equation}
F(q)=\frac{1}{8\pi^2q^3}\int\frac{dW}{W}\int dD\,(q^2-D^2).
\end{equation}

The limits of $D$ follow from requiring a real transverse momentum. Since $WD=E'^2-E^2=q^2+2qp_\parallel$, we have $p_\parallel=\frac12(WD/q-q)$, while $E=\frac12(W-D)$. With $s=W^2-q^2$, the squared invariant mass of the pair,
\begin{equation}
p_\perp^2=E^2-m^2-p_\parallel^2
=\frac s4\left(1-\frac{D^2}{q^2}\right)-m^2\ge0 .
\end{equation}
Thus $|D|\le q\beta$ with $\beta=\sqrt{1-4m^2/s}$, and $s\ge4m^2$. The inner integral is
\begin{equation}
2q^3\left(\beta-\frac{\beta^3}{3}\right)=\frac{2q^3}{3}\beta(3-\beta^2)
=\frac{4q^3}{3}R,\qquad R=\beta\left(1+\frac{2m^2}{s}\right),
\end{equation}
because $3-\beta^2=2+4m^2/s$. At fixed $q$, $dW/W=ds/[2(s+q^2)]$, and so
\begin{equation}
F(q)=\frac1{12\pi^2}\int_{4m^2}^\infty\!\frac{R(s)\,ds}{s+q^2} .
\end{equation}

This diverges logarithmically at large $s$, but the difference in (\ref{eq:run}) converges. Cutting off $W$ instead of $s$ moves the upper limit by a relative amount $q^2/W_{\max}^2$, which vanishes as the cutoff is removed. Define
\begin{equation}
I(q)=12\pi^2[F(0)-F(q)]=\int_{4m^2}^\infty\!\frac{q^2R(s)\,ds}{s(s+q^2)} .
\end{equation}
Then, with $F$ summed over leptons,
\begin{equation}
\frac1{\alpha(q)}=\frac{1-\Delta}{\alpha},\qquad
\Delta=\frac{\alpha}{3\pi}\sum_\ell I_\ell(q) .
\end{equation}

As a check on this reduction, direct integration over momenta at $q=10m$ gives $F(0)-F(q)=0.025292$, and the integral over $s$ gives the same value.

\subsection*{How the effect scales}

\paragraph{Large momentum transfer, $q\gg m$.} Cut both integrals at a large $S$. For $F(0)$, take $\beta$ as variable: $s=4m^2/(1-\beta^2)$, $ds/s=2\beta\,d\beta/(1-\beta^2)$ and $R=\frac12\beta(3-\beta^2)$. Then
\begin{align}
\int\frac{R\,ds}{s}&=\int\frac{\beta^2(3-\beta^2)}{1-\beta^2}\,d\beta
=\int\left[\beta^2-2+\frac{2}{1-\beta^2}\right]d\beta\notag\\
&=\frac{\beta^3}{3}-2\beta+\ln\frac{1+\beta}{1-\beta} .
\end{align}
This vanishes at $\beta=0$. Near $\beta=1$ the logarithm becomes $\ln[4/(1-\beta^2)]=\ln(S/m^2)$, and the other terms give $-5/3$.

For $F(q)$, write $R=1-(1-R)$. The first part gives $\ln[(S+q^2)/(4m^2+q^2)]\to\ln(S/q^2)-4m^2/q^2$. In the second, $1-R$ falls as $6m^4/s^2$, so to leading order $s+q^2$ may be replaced by $q^2$. Differentiation shows that $s\beta^3$ is an antiderivative of $R$:
\begin{equation}
\frac{d}{ds}(s\beta^3)=\beta^3+\frac{6m^2}{s}\beta
=\beta\left(1+\frac{2m^2}{s}\right).
\end{equation}
At large $S$, $S\beta^3\to S-6m^2$. Hence $\int(1-R)\,ds=(S-4m^2)-(S-6m^2)=2m^2$, and the second part subtracts $2m^2/q^2$. Taking the difference of the two integrals,
\begin{equation}
I(q)=\ln\frac{q^2}{m^2}-\frac53+\frac{6m^2}{q^2}+\dots
\label{eq:log}
\end{equation}

The constant belongs to the estimate. It can be absorbed by writing $\ln[q^2/(me^{5/6})^2]$: the logarithm effectively starts at $me^{5/6}$, somewhat above the pair threshold $2m$, instead of at $m$.

\paragraph{Small momentum transfer, $q\ll m$.} Now $s+q^2\approx s$, and the same variable gives
\begin{equation}
I\approx q^2\!\int\frac{R\,ds}{s^2}
=\frac{q^2}{4m^2}\int_0^1\!\beta^2(3-\beta^2)\,d\beta=\frac{q^2}{5m^2} .
\end{equation}
A lepton much heavier than $q$ therefore contributes $\alpha q^2/(15\pi m^2)$ to $\Delta$, which is power-suppressed. Each species starts to count when $q$ approaches its mass and, well above that mass, adds a nearly steady amount per factor in $q$.

\subsection*{Three leptons at the $Z$ mass}

Take $q=M_Z$ with the rough input $M_Z=91$ GeV. This is a static (spacelike) momentum transfer, whereas the $Z$ resonance lies at timelike invariant mass. Continuing $q^2\to-M_Z^2$ and taking the real part keeps the logarithm and the $-5/3$ in (\ref{eq:log}) and reverses the sign of the mass term, so the values of $\Delta$ and $1/\alpha(M_Z)$ below are the same to the digits shown. The prefactor is $\alpha/(3\pi)=7.743\times10^{-4}$.

\begin{center}
\begin{tabular}{lccc}
lepton & $\ln(M_Z^2/m^2)$ & minus $5/3$ & part of $\Delta$\\
\hline
electron & 24.180 & 22.513 & 0.01743\\
muon & 13.517 & 11.850 & 0.00918\\
tau & 7.872 & 6.205 & 0.00480
\end{tabular}
\end{center}

The sum is
\begin{equation}
\Delta=7.743\times10^{-4}\times(45.569-5)=0.0314 .
\end{equation}
The three bare logarithms alone would give $0.0353$, about 12\% more than the result with the constants. The electron supplies more than half of the total because its logarithm is the longest. The leading mass correction is largest for the tau, $2.3\times10^{-3}$ in $I$, and is invisible in $\Delta$ at this precision; the full integrals also give $0.0314$.

The inverse coupling becomes
\begin{equation}
\frac1{\alpha(M_Z)}=137.036\times(1-0.03141)=132.73\quad\text{(leptons only)},
\end{equation}
so the coupling is 3.2\% stronger than at $q=0$. The dependence on the energy is weak: raising $M_Z$ by 1 GeV changes $\Delta$ by $5\times10^{-5}$. A tenfold increase of $q$ adds $3\times2\ln10\times7.743\times10^{-4}=0.0107$.

The omissions differ in weight. Interactions within the pair are expected to change each contribution by a relative amount of order $\alpha/\pi\approx0.2\%$, which would move $\Delta$ by somewhat less than $10^{-4}$. Quarks and the $W$ boson are also charged and polarize the vacuum, so $132.73$ is the leptonic part of the answer and not the full coupling at the $Z$ mass. The share of the light quarks cannot be obtained by inserting quark masses in (\ref{eq:log}), because at low $s$ the strong interaction binds them into hadrons. The top quark is heavier than $M_Z$, so (\ref{eq:log}) does not apply to it and its share is power-suppressed. The $W$ is not a Dirac fermion, so the weight $R(s)$ does not describe it.

\subsection*{The pole of one-flavor QED}

Keep the electron alone and let $q$ grow. Equation (\ref{eq:log}) gives
\begin{equation}
\frac1{\alpha(q)}=\frac1\alpha-\frac1{3\pi}\left(2\ln\frac qm-\frac53\right),
\end{equation}
which falls linearly in $\ln q$ and reaches zero at $q=\Lambda$, where
\begin{equation}
\ln\frac\Lambda m=\frac{3\pi}{2\alpha}+\frac56=645.77+0.83=646.60 .
\end{equation}
Dividing by $\ln10$ gives $\Lambda/m=10^{280.81}$. With $m=5.11\times10^{-4}$ GeV this is
\begin{equation}
\Lambda\approx10^{277.5}\ \text{GeV},
\end{equation}
some 258 decades above the Planck energy of about $10^{19}$ GeV. At the Planck energy itself, $\Delta$ from the electron is still below 0.08.

The same formula limits the bare coupling. With a cutoff at $s=S$, $1/\alpha_B=1/\alpha-4\pi F(0)$ has the form above with $q^2$ replaced by $S$. Within this approximation, a positive $\alpha_B$ together with the observed $\alpha$ requires $\sqrt S<\Lambda$.

The position is exponentially sensitive to the coupling. Increasing $1/\alpha$ by one multiplies $\Lambda/m$ by $e^{3\pi/2}\approx111$. With $N$ flavors of equal mass and unit charge, the slope is $N$ times larger and the leading exponent drops to $3\pi/(2N\alpha)$.

\subsection*{How far the pole can be trusted}

Subtracting the condition at $\Lambda$ from the running formula gives, for $q\gg m$,
\begin{equation}
\alpha(q)=\frac{3\pi}{2\ln(\Lambda/q)} .
\end{equation}
The coupling reaches 1 when $\Lambda/q=e^{3\pi/2}\approx111$, two decades below the pole. There the estimate $\alpha/\pi$ for the relative size of the neglected interactions has grown to about 0.3, and it keeps growing toward the pole, so the divergence itself lies outside the range of the approximation.

The effect of a neglected term can be gauged by a model. Differentiating $1/\alpha(q)$ gives $d\alpha/d\ln q=2\alpha^2/(3\pi)$. Multiply the right side by $1+c\alpha/\pi$, where $c>0$ is an assumed number of order one. The distance in $\ln q$ from $\alpha$ to infinite coupling then changes by
\begin{align}
\delta\ln\Lambda&=\frac{3\pi}{2}\int_\alpha^\infty\!\frac{da}{a^2}
\left[\frac1{1+ca/\pi}-1\right]
=-\frac{3c}{2}\int_\alpha^\infty\!\frac{da}{a(1+ca/\pi)}\notag\\
&=-\frac{3c}{2}\left[\ln\frac{a}{1+ca/\pi}\right]_\alpha^\infty
=-\frac{3c}{2}\ln\left(1+\frac{\pi}{c\alpha}\right).
\end{align}
For $c=1$ this is $-9.10$, which lowers $\Lambda$ by about four decades. The energy itself changes by a factor of about nine thousand, yet the exponent 277 changes by only about 1.4 percent.

If $c$ were negative, the modified flow would stop at $\alpha=\pi/|c|$ and there would be no pole. Ending the integral at $a=1$ instead of infinity gives the shift of the energy at which the coupling reaches 1,
\begin{equation}
-\frac{3c}{2}\ln\frac{1/\alpha+c/\pi}{1+c/\pi}\qquad(c>-\pi).
\end{equation}
This energy drops by about 3.0 decades for $c=1$ and rises by about 3.5 decades for $c=-1$. For $c\le-\pi$ the coupling never reaches 1. If the neglected term is no larger than in the cases $c=\pm1$, the one-loop formula thus gives the exponent of the strong-coupling scale to within about two percent, but not the scale itself, and it does not decide whether the coupling diverges there. The numerical output below lists the main values.

\section*{Numbers as computed}
\begin{verbatim}
1/alpha at q = 0: 137.0360
alpha/(3 pi): 7.74273e-04
M_Z, rough input: 91 GeV
electron mass: 0.5110 MeV
  ln(M_Z^2/m^2): 24.180
  ln(M_Z^2/m^2) - 5/3: 22.513
  full integral I: 22.513
  mass correction 6 m^2/M_Z^2: 1.9e-10
  contribution to Delta: 0.01743
muon mass: 105.6584 MeV
  ln(M_Z^2/m^2): 13.517
  ln(M_Z^2/m^2) - 5/3: 11.850
  full integral I: 11.850
  mass correction 6 m^2/M_Z^2: 8.1e-06
  contribution to Delta: 0.00918
tau mass: 1776.8596 MeV
  ln(M_Z^2/m^2): 7.872
  ln(M_Z^2/m^2) - 5/3: 6.205
  full integral I: 6.208
  mass correction 6 m^2/M_Z^2: 2.3e-03
  contribution to Delta: 0.00480
sum of the three logarithms: 45.569
sum with the constants: 40.569
Delta, logarithms with constants: 0.03141
Delta, full integrals: 0.03141
Delta, bare logarithms only: 0.03528
change of Delta if M_Z is 1 GeV larger: 5.1e-05
1/alpha(M_Z), leptons only: 132.73
F(0)-F(q) at q = 3 m, momentum integral: 0.008540
F(0)-F(q) at q = 3 m, spectral integral: 0.008540
F(0)-F(q) at q = 10 m, momentum integral: 0.025292
F(0)-F(q) at q = 10 m, spectral integral: 0.025292
3 pi/(2 alpha): 645.77
ln(Lambda/m_e), formula: 646.60
ln(Lambda/m_e), root of full integral: 646.60
log10(Lambda/m_e): 280.81
log10(Lambda/GeV): 277.52
log10(Planck energy/GeV): 19.09
Lambda/q where alpha(q) = 1: 111
shift of ln Lambda for c = 1: -9.10
shift of log10 Lambda for c = 1: -3.95
\end{verbatim}
